# Empty-core potential: Fourier transform and core radius for sodium

Hartree atomic units are used: lengths are in bohr, energies in hartree, and the electron mass, the elementary charge and $\hbar$ equal one. An ion of net charge $Z$ sits at the origin. The empty-core potential felt by one valence electron is

$$
V(r)=\begin{cases}0, & r<r_c,\\[2pt] -\dfrac{Z}{r}, & r>r_c,\end{cases}
$$

where $r_c>0$ is the core radius. Outside the core the electron sees the Coulomb attraction of the ion. Inside, the attraction is removed, as a simple model of the way the core electrons keep a valence electron from profiting from the deep well near the nucleus. The Fourier transform is defined with the convention

$$
V(q)=\int d^3r\; e^{-i\mathbf q\cdot\mathbf r}\,V(r),\qquad q=|\mathbf q|>0,
$$

so that $V(q)$ has the unit hartree bohr³. Dividing by the volume per atom of a crystal changes the scale of $V(q)$ but not its zeros.

Because $V$ depends on $r$ alone, the angles can be integrated first. Take the polar axis along $\mathbf q$ and let $x=\cos\theta$:

$$
\int d\Omega\; e^{-i\mathbf q\cdot\mathbf r}=2\pi\int_{-1}^{1}e^{-iqrx}\,dx
=2\pi\,\frac{e^{iqr}-e^{-iqr}}{iqr}=\frac{4\pi\sin(qr)}{qr}.
$$

Multiplying by the radial measure $r^2\,dr$ leaves

$$
V(q)=\frac{4\pi}{q}\int_0^\infty r\,V(r)\sin(qr)\,dr .
$$

For the empty-core potential $rV(r)$ is zero inside $r_c$ and equals $-Z$ outside, so the remaining integral is $-Z\int_{r_c}^\infty\sin(qr)\,dr$. This does not converge: its value up to a radius $R$ keeps oscillating with $R$. The long Coulomb tail is responsible. The transform is therefore defined by damping the potential with a factor $e^{-\mu r}$, $\mu>0$, and letting $\mu$ go to zero at the end:

$$
V_\mu(q)=-\frac{4\pi Z}{q}\int_{r_c}^{\infty}e^{-\mu r}\sin(qr)\,dr .
$$

The sine is the imaginary part of $e^{iqr}$, and the exponential integral is elementary:

$$
\int_{r_c}^{\infty}e^{-(\mu-iq)r}\,dr=\frac{e^{-(\mu-iq)r_c}}{\mu-iq}
=e^{-\mu r_c}\,\frac{(\mu+iq)\,[\cos(qr_c)+i\sin(qr_c)]}{\mu^2+q^2}.
$$

The upper limit contributes nothing because $\mu>0$. In the product of the two brackets the imaginary part is $q\cos(qr_c)+\mu\sin(qr_c)$, hence

$$
V_\mu(q)=-\frac{4\pi Z}{q}\,e^{-\mu r_c}\,\frac{q\cos(qr_c)+\mu\sin(qr_c)}{q^2+\mu^2}.
$$

For fixed $q>0$ the limit $\mu\to0$ is now harmless and gives

$$
\boxed{\,V(q)=-\frac{4\pi Z\cos(qr_c)}{q^2}\,}
$$

The limit is more than a convenient rule. Let $g(r)$ be a smooth, rapidly decaying test function with transform $g(q)$. The damped potential is absolutely integrable, so the usual identity

$$
\int d^3r\,V(r)e^{-\mu r}g(r)=\int\frac{d^3q}{(2\pi)^3}\,V_\mu(q)\,g(q)
$$

holds. Since $q+\mu\le\sqrt2\,\sqrt{q^2+\mu^2}$, the damped transform obeys $|V_\mu(q)|\le4\sqrt2\,\pi Z/q^2$ for every $\mu$. This bound is integrable at small $q$ in three dimensions, and $g(q)$ takes care of large $q$. The limit may thus be taken under both integrals, and the boxed function reproduces the action of the undamped potential on every such $g$.

Three features of the result can be read off. First, for $r_c\to0$ the cosine becomes one and $V(q)\to-4\pi Z/q^2$, the transform of the point-charge attraction. Second, for small $q$ the expansion $\cos x=1-x^2/2+\dots$ gives

$$
V(q)=-\frac{4\pi Z}{q^2}+2\pi Z r_c^2+O(q^2).
$$

The constant is the volume integral of what was removed from the Coulomb well, $4\pi\int_0^{r_c}r^2\,(Z/r)\,dr=2\pi Zr_c^2$. It is positive because removing an attraction acts as a repulsion. Third, the oscillation whose amplitude falls only as $1/q^2$ at large $q$ comes from the sharp edge of the core, where $rV(r)$ jumps from $0$ to $-Z$. If $w(r)=rV(r)$ instead went smoothly from $w(0)=0$ to $-Z$, integration by parts, with the same damping at infinity, would give

$$
\int_0^\infty w(r)\sin(qr)\,dr=\frac1q\int_0^\infty w'(r)\cos(qr)\,dr .
$$

For integrable $w'$ the last integral tends to zero as $q$ grows, so $V(q)$ would fall faster than $1/q^2$. The values of the empty-core transform at large $q$ therefore reflect the assumed edge.

The zeros lie where the cosine vanishes, at $q=(n+\tfrac12)\pi/r_c$ with $n=0,1,2,\dots$. The first is

$$
q_0=\frac{\pi}{2r_c},\qquad\text{or}\qquad r_c=\frac{\pi}{2q_0}.
$$

Below $q_0$ the transform is negative, as for an attractive charge; between $q_0$ and $3q_0$ it is positive. If the first zero of the form factor of an ion in a metal is known, the second relation fixes $r_c$. One must know that it is the first zero, since a later one would give a different radius. Screening that divides $V(q)$ by a finite, nonzero function of $q$ leaves the zero where it is.

The formula by itself does not contain the radius for sodium. One piece of information about sodium has to be supplied, either $q_0$ or an energy level of the atom. Here the atomic level is used, and $q_0$ is then an output of the model fitted to the free atom; it is not compared with data for the metal. Because the potential is a model with one parameter, the two routes need not give the same radius.

To connect $r_c$ with a level, write an s state of the valence electron as $\psi=u(r)/(\sqrt{4\pi}\,r)$ with $u(0)=0$ and $\int_0^\infty u^2dr=1$. The radial Schrödinger equation is $-\tfrac12u''+V(r)u=Eu$. For a bound state put $E=-\kappa^2/2$ with $\kappa>0$. Inside the core $V=0$, so $u''=\kappa^2u$, and the solution that vanishes at the origin is

$$
u(r)=A\sinh(\kappa r),\qquad r<r_c .
$$

Outside,

$$
u''=\left(\kappa^2-\frac{2Z}{r}\right)u,\qquad r>r_c,
$$

and the solution must decay. Set $u=e^{-\kappa r}f(r)$. Then $u''=e^{-\kappa r}(f''-2\kappa f'+\kappa^2f)$, and the equation becomes

$$
f''-2\kappa f'+\frac{2Z}{r}f=0 .
$$

Try $f=\sum_{k\ge0}a_kr^{\nu-k}$. The highest power, $r^{\nu-1}$, has the coefficient $(-2\kappa\nu+2Z)a_0$, which vanishes for $\nu=Z/\kappa$. The power $r^{\nu-k-2}$ receives $a_k(\nu-k)(\nu-k-1)$ from $f''$, and from the other two terms

$$
\left[-2\kappa(\nu-k-1)+2Z\right]a_{k+1}=2\kappa(k+1)\,a_{k+1},
$$

where $Z=\kappa\nu$ was used. Therefore

$$
a_{k+1}=-\frac{(\nu-k)(\nu-k-1)}{2\kappa(k+1)}\,a_k .
$$

Successive terms have a ratio of magnitude about $k/(2\kappa r)$ for large $k$, so for non-integer $\nu$ the series eventually diverges at any fixed $r$. It is an asymptotic series: at large $r$ its first terms shrink quickly and supply accurate starting values of $u$ and $u'$. From there the differential equation is integrated inward to $r_c$. Beyond the turning point $r=2Z/\kappa^2$, where $\kappa^2-2Z/r>0$, the wanted solution grows inward relative to the unwanted one, so errors in the starting values are suppressed; inside the turning point the solutions are oscillatory and neither is amplified exponentially. Call the result $u_{\rm out}(r)$.

The potential has a finite jump at $r_c$, so $u''$ jumps but $u$ and $u'$ are continuous. With $u=Bu_{\rm out}$ outside,

$$
A\sinh(\kappa r_c)=B\,u_{\rm out}(r_c),\qquad
A\kappa\cosh(\kappa r_c)=B\,u_{\rm out}'(r_c).
$$

These two equations have a nonzero solution $(A,B)$ if

$$
u_{\rm out}'(r_c)\sinh(\kappa r_c)-\kappa\cosh(\kappa r_c)\,u_{\rm out}(r_c)=0 .
$$

For a given level $E$, both $\kappa$ and $u_{\rm out}$ are known, and this is an equation for $r_c$.

It remains to see whether it has one root. Compare two core radii $r_c<r_c'$, with potentials $V,V'$, states $u,v$ and energies $E,E'$ of the same level. Multiply the equation for $v$ by $u$, that for $u$ by $v$, subtract and integrate. The kinetic terms combine into $-\tfrac12[uv'-vu']_0^\infty$, which is zero because both functions vanish at both ends. The potentials differ by $V'-V=Z/r$ between $r_c$ and $r_c'$, so

$$
(E'-E)\int_0^\infty uv\,dr=Z\int_{r_c}^{r_c'}\frac{uv}{r}\,dr .
$$

Divide by $r_c'-r_c$ and let $r_c'\to r_c$. Then $v\to u$, the integral on the left tends to one, and

$$
\frac{dE}{dr_c}=\frac{Z\,u(r_c)^2}{r_c}>0 .
$$

The inequality is strict: $u(r_c)=A\sinh(\kappa r_c)$ could vanish only for $A=0$, and then $u$ and $u'$ would both be zero at $r_c$, making $u$ zero everywhere. Every bound s level thus rises as the core grows. At $r_c\to0$ the levels are the hydrogen-like values $-Z^2/(2n^2)$. The lowest starts at $-Z^2/2$ and tends to zero for large $r_c$, because the kinetic energy is not negative and $V\ge-Z/r_c$, so that $-Z/r_c\le E<0$. The excited s levels start at $-Z^2/8$ or higher and rise from there. A given energy between $-Z^2/2$ and $-Z^2/8$ therefore belongs to the lowest s state and fixes one value of $r_c$.

For sodium $Z=1$, and the level is computed rather than taken from experiment. A nonrelativistic restricted Hartree-Fock calculation for the closed-shell ion Na⁺, in a large basis of s and p Gaussian functions, supplies the core. If one electron is added in an unoccupied orbital $a$ while the core orbitals are held fixed, the energy of the determinant grows by the one-electron energy of $a$ plus its Coulomb and exchange interaction with the core electrons. This sum is the Hartree-Fock orbital energy $\varepsilon_a$. The lowest unoccupied orbital of Na⁺ is 3s, with

$$
\varepsilon_{3s}=-0.181802\ \text{hartree}.
$$

It changes by about $10^{-6}$ hartree between two basis sets. Letting all orbitals adjust in an unrestricted calculation of the neutral atom lowers the energy by a further $1.9\times10^{-4}$ hartree, so the frozen core is a good approximation at this level of theory.

The level lies between $-0.5$ and $-0.125$ hartree, so it is to be matched to the lowest s state of the model. That state has no radial node, whereas the 3s orbital has two; the model is asked to reproduce the energy and not the orbital inside the core. The decay constant and the exponent are

$$
\kappa=\sqrt{2\times0.181802}=0.6030\ \text{bohr}^{-1},\qquad
\nu=\frac1\kappa=1.658 ,
$$

and the matching condition gives

$$
r_c=1.97\ \text{bohr}=1.04\ \text{Å}.
$$

The first zero follows from the unrounded radius:

$$
q_0=\frac{\pi}{2\times1.97054}=0.797\ \text{bohr}^{-1}.
$$

The transform changes sign there. At $q=0.5$ bohr⁻¹ it is $-27.8$ hartree bohr³, and at $q=1$ bohr⁻¹ it is

$$
V(1)=-4\pi\cos(1.97054)=+4.89\ \text{hartree bohr}^3 .
$$

The damped transform at the same $q$ approaches this value from below: it is $1.67$, $3.90$ and $4.63$ hartree bohr³ for $\mu=0.2$, $0.05$ and $0.0125$ bohr⁻¹.

How firmly the level fixes the radius is measured by the slope. With $u(r_c)=0.3473$ bohr$^{-1/2}$,

$$
\frac{dE}{dr_c}=\frac{0.3473^2}{1.9705}=0.0612\ \text{hartree/bohr}.
$$

The measured 3s level is roughly $-0.19$ hartree, deeper than the Hartree-Fock value, which lacks electron correlation and relativity. The slope predicts a change of radius of $(-0.19+0.1818)/0.0612\approx-0.13$ bohr, and solving the matching condition again gives $r_c=1.84$ bohr and $q_0=0.85$ bohr⁻¹. Since rounding alone leaves the rough level uncertain by up to $0.005$ hartree, this radius is uncertain by up to about $0.08$ bohr. For a level of exactly $-0.19$ hartree, less than $0.01$ hartree below the Hartree-Fock value, the radius moves by about 6.5 percent, which changes the second digit. Over the rounding range from $-0.185$ to $-0.195$ hartree the radius runs from $1.92$ to $1.77$ bohr, a shift of between 2.6 and 10 percent. The value $1.97$ bohr has a meaning within the Hartree-Fock definition of the level, but it lies outside this range and is not a property of real sodium.

A level that was not used in the fit gives some information about the model. With $r_c=1.97$ bohr the lowest p level of the empty-core potential is $-0.1099$ hartree, while the frozen-core Hartree-Fock 3p level is $-0.1094$ hartree. The model level is too deep by $0.0004$ hartree, or 0.4 percent of the Hartree-Fock binding energy. One radius serves both levels well here. This is a single comparison, and it does not show that the same radius would do for other angular momenta, for other atoms, or for the form factor in the metal, where the ion is surrounded by others and the edge of the core matters at large $q$.

The numerical check checks the transform against direct quadrature and against a Gaussian test function, the matching condition against a diagonalization on a radial grid, and the slope formula, evaluated with the grid wave function, against a finite difference of roots of the matching condition.

## Numbers as computed

```
Ion charge Z = 1
HF energy of Na+ = -161.67668 hartree
UHF energy of Na = -161.85867 hartree
Frozen-core 3s level = -0.181802 hartree
Same level = -4.947 eV
Change of 3s level between bases = -1.2e-06 hartree
Core relaxation energy = 1.9e-04 hartree
Decay constant kappa = 0.60300 1/bohr
Exponent nu = Z/kappa = 1.65839
Core radius rc = 1.97054 bohr
Core radius rc = 1.0428 angstrom
Solutions for rc in scan from 0.12 to 12 bohr: 1
3s level from grid diagonalization = -0.181802 hartree
u(rc), normalized = 0.34730 bohr^(-1/2)
dE/drc, formula = 0.061210 hartree/bohr
dE/drc, numerical = 0.061210 hartree/bohr
First zero q0 = pi/(2 rc) = 0.79714 1/bohr
First zero by quadrature = 0.79714 1/bohr
First zero q0 = 1.5064 1/angstrom
Small-q constant 2 pi Z rc^2 = 24.3979 hartree bohr^3
Damped transform at q = 1 1/bohr, by quadrature:
  mu = 0.2000 1/bohr: 1.66983 hartree bohr^3
  mu = 0.0500 1/bohr: 3.89754 hartree bohr^3
  mu = 0.0125 1/bohr: 4.62975 hartree bohr^3
Undamped transform V(q):
  q = 0.5 1/bohr: -27.77856 hartree bohr^3
  q = 1.0 1/bohr: 4.89064 hartree bohr^3
  q = 1.5 1/bohr: 5.48895 hartree bohr^3
  q = 2.0 1/bohr: 2.18991 hartree bohr^3
HF frozen-core 3p level = -0.109438 hartree
Model lowest p level, same rc = -0.109857 hartree
Model minus HF p level = -0.000419 hartree
Rough measured 3s level = -0.19 hartree
rc from rough level = 1.84 bohr
q0 from rough level = 0.85 1/bohr
```
